# How Much Heat Crosses an Air-Filled Nanometre Gap in a Chip?

**Question.** Two oxide surfaces in a bonded chip stack have separated, leaving a gap 10 nm wide. Dry air at 760 Torr and 300 K has entered from the edge. How much heat does this air carry per unit area and per kelvin, and how does that conductance depend on gap width, pressure and temperature? Does it decide the temperature drop across the delamination?

**Answer.**

### Which law of conduction applies

Start with the distance a molecule travels between collisions. A molecule of diameter \(\sigma\) collides with any other whose centre comes within \(\sigma\) of its own, so it sweeps a cross-section \(\pi\sigma^2\). The motion of the other molecules raises the mean relative speed by \(\sqrt2\). With number density \(n=p/kT\), the mean free path is

\[
\lambda=\frac{1}{\sqrt2\,\pi\sigma^2 n}=\frac{kT}{\sqrt2\,\pi\sigma^2 p}.
\]

A rough diameter of 0.37 nm gives \(\lambda\approx 67\) nm, 6.7 times the gap width. Most molecules therefore cross from wall to wall without meeting another. Fourier's law needs many collisions within the gap, so it cannot be used here. The heat has to be counted molecule by molecule.

The walls are parallel, at temperatures \(T_h=T+\Delta T/2\) and \(T_c=T-\Delta T/2\), with \(\Delta T\ll T\). They are fully accommodating: a molecule leaves with the velocity distribution and rotational energy of a gas in equilibrium at the wall's temperature, whatever it brought with it. Air is treated as one diatomic gas with the mean molecular mass \(m=4.81\times10^{-26}\) kg.

### How many molecules cross

In equilibrium, the velocity component \(v_z\) normal to the walls has a Gaussian distribution. The number of molecules striking unit area per second is

\[
J=n\sqrt{\frac{m}{2\pi kT}}\int_0^\infty v_z\,e^{-mv_z^2/2kT}\,dv_z .
\]

The integral equals \(kT/m\), so

\[
J=n\sqrt{\frac{kT}{2\pi m}}=\frac{p}{\sqrt{2\pi mkT}} .
\]

The last form uses \(n=p/kT\). For the example, \(J=2.86\times10^{27}\) per square metre per second.

A small temperature difference does not alter \(J\) to first order. Exchanging the hot and cold walls turns \(\Delta T\) into \(-\Delta T\) but leaves the magnitude of the one-way flux unchanged, so its correction begins with \((\Delta T)^2\). In steady state no molecules accumulate at a wall, and \(J\) is the same in both directions.

### How much energy each one carries

Fast molecules reach a wall more often than slow ones, so the energy per crossing exceeds the mean energy in the gas. The normal velocities of crossing molecules are distributed as \(v_z e^{-mv_z^2/2kT}\). In terms of \(\epsilon=mv_z^2/2\), for which \(d\epsilon=mv_z\,dv_z\), this becomes \(e^{-\epsilon/kT}d\epsilon\), with mean \(kT\).

The two velocity components along the wall do not affect the crossing rate and keep their usual \(kT/2\) each. Rotation of a diatomic molecule adds \(kT\). A sum over quantum rotor levels for nitrogen confirms a rotational heat capacity of \(k\) at 300 K. Altogether,

\[
E=kT+\tfrac12kT+\tfrac12kT+kT=3kT .
\]

### The conductance

Molecules leaving the hot wall carry \(3kT_h\) each, and those leaving the cold wall carry \(3kT_c\). The net heat flux is

\[
q=J(3kT_h-3kT_c)=3kJ\,\Delta T .
\]

Dividing by \(\Delta T\) and inserting \(J\) gives

\[
h=3kJ=3p\sqrt{\frac{k}{2\pi mT}} .
\]

The same result can be written with the heat-capacity ratio \(\gamma\). If \(c_v\) is the heat capacity per molecule, a crossing carries \(c_v+k/2\) per kelvin, because the faster normal motion adds \(k/2\). Since \(c_v=k/(\gamma-1)\),

\[
c_v+\frac k2=\frac{k}{2}\,\frac{\gamma+1}{\gamma-1},
\qquad
h=\frac{\gamma+1}{\gamma-1}\,p\sqrt{\frac{k}{8\pi mT}} .
\]

For \(\gamma=7/5\) the first factor is 6, and \(6/\sqrt8=3/\sqrt2\) recovers the previous form. Numerically,

\[
h=3\,(1.381\times10^{-23})(2.864\times10^{27})\ \mathrm{W/m^2K}
\approx0.119\ \mathrm{MW/m^2K},
\]

or 11.9 W/cm²K.

If a heat load of 100 W/cm² had to cross through this gas alone, the temperature drop would be \(100/11.86=8.4\) K. Heat can also go around a delaminated patch through the solid. For a patch of width \(w\) in a solid of conductivity \(\kappa_s\), this detour has a resistance of order \(w/\kappa_s\) for unit area, to be compared with \(1/h\) for the gas. The two are similar when \(w\) is about \(\kappa_s/h\), or roughly 1 mm for thick silicon with \(\kappa_s\approx140\) W/mK. Most of the heat goes around a much narrower patch. This estimate needs silicon about as thick as the patch is wide. A thinned die spreads heat sideways less well, so the crossover moves to narrower patches. For a uniformly heated 50 µm die on a full-thickness wafer, about 60 % of the heat already crosses the gas in a strip 1 mm wide; for a 10 µm die, over 40 % does so at 0.3 mm.

### How it scales

**Gap width.** The width does not appear in \(h\). Widening the gap puts more molecules above each unit of wall area, but each takes proportionally longer to cross. The two changes cancel as long as collisions remain rare.

**Pressure.** At fixed temperature, \(h\) is proportional to \(p\), because \(J\) is. Raising the pressure also shortens \(\lambda\), so the proportionality weakens gradually as collisions within the gap become more common, and it is clearly lost once \(\lambda\) is comparable with the gap width.

**Temperature.** At fixed pressure, \(h\propto T^{-1/2}\): hotter gas is thinner, and its greater speed makes up for only part of the loss. With the gap and the surrounding air both at 375 K, \(h\) falls to 0.106 MW/m²K. A sealed gap keeps \(n\) fixed instead. Substituting \(p=nkT\) gives \(h=3nk\sqrt{kT/2\pi m}\), which rises as \(T^{1/2}\).

The sealed gap also shows how small \(\Delta T\) must be. A stream emitted at temperature \(T_i\) with flux \(J\) contributes a density \(J\langle1/v_z\rangle\), where the average runs over crossing molecules:

\[
\left\langle\frac1{v_z}\right\rangle
=\frac{\int_0^\infty e^{-mv_z^2/2kT_i}dv_z}{\int_0^\infty v_z e^{-mv_z^2/2kT_i}dv_z}
=\frac{\sqrt{\pi kT_i/2m}}{kT_i/m}
=\sqrt{\frac{\pi m}{2kT_i}} .
\]

Adding the two streams and solving for \(J\),

\[
J=n\sqrt{\frac{2k}{\pi m}}\;\frac{1}{T_h^{-1/2}+T_c^{-1/2}} .
\]

With \(\varepsilon=\Delta T/2T\), the denominator is \(T^{-1/2}[(1+\varepsilon)^{-1/2}+(1-\varepsilon)^{-1/2}]\approx T^{-1/2}(2+\tfrac34\varepsilon^2)\). The linear terms cancel, and \(J\) changes by the fraction \(-\tfrac38\varepsilon^2=-\tfrac{3}{32}(\Delta T/T)^2\). For the 8.4 K drop this is less than 0.01 %.

A simulation with four million molecules emitted from each wall, at 350 K and 250 K, gave 1.0005 times the heat flux of the sealed-gap formula. It gave 0.990 times the small-difference result, in line with the expected reduction of 1 %.

### The opposite limit: a wide gap

When the gap is many mean free paths wide, Fourier's law holds and the conductance is \(\kappa/d\). With a rough air conductivity \(\kappa=0.026\) W/mK, this formula would give 2.6 MW/m²K at 10 nm, about 22 times the kinetic result. It fails because it lets the conductance grow without limit as \(d\) shrinks, while the gas cannot deliver energy faster than its molecules strike the walls.

The two limiting formulas are equal at

\[
d=\frac{\kappa}{h}\approx219\ \mathrm{nm}.
\]

This length has a second reading: the 10 nm gap resists heat as much as a 219 nm layer of air obeying Fourier's law. Near this width neither limiting formula is accurate.

### What the remaining collisions do

A ratio \(\lambda/d\) of 6.7 is large but not infinite. The effect of the remaining collisions can be estimated with the Bhatnagar–Gross–Krook (BGK) model, in which each collision replaces a molecule by one drawn from the local equilibrium. Here a single collision time \(t_c\) serves both translation and rotation, which is a simplification.

Let \(v_0=\sqrt{2kT/m}\), \(c_z=v_z/v_0\), \(\ell=v_0t_c\), and let \(e\) be the molecular energy divided by \(kT\). Write the distribution as equilibrium times \(1+\phi\). Then

\[
c_z\frac{\partial\phi}{\partial z}=\frac{\phi_{\rm loc}-\phi}{\ell},
\]

where \(\phi_{\rm loc}\) describes the local density and temperature.

The conductivity fixes \(\ell\). In a wide gas at uniform pressure, a relative temperature change \(\tau\) comes with a relative density change \(-\tau\), so \(\phi_{\rm loc}=(e-\tfrac52)\tau-\tau=(e-\tfrac72)\tau\). To first order in the gradient, \(\phi=\phi_{\rm loc}-\ell c_z(e-\tfrac72)\,d\tau/dz\). The first term is even in \(c_z\) and carries no heat. The second gives

\[
\kappa=nkv_0\ell\,\langle c_z^2(e-\tfrac72)e\rangle=\tfrac74\,nkv_0\ell .
\]

The average follows because \(\langle c_z^2\rangle=\tfrac12\), and with \(c_z^2\) as weight \(e\) has mean \(\tfrac72\) and variance \(\tfrac72\). A numerical solution of the model in wide gaps gave 1.750 for the coefficient.

The kinetic conductance in the same variables is \(h=3nkv_0/(2\sqrt\pi)\). Eliminating \(nkv_0\),

\[
\ell=\frac{4}{7}\,\frac{3}{2\sqrt\pi}\,\frac{\kappa}{h}
=0.484\times219\ \mathrm{nm}\approx106\ \mathrm{nm}.
\]

This length differs from \(\lambda\) because it is fixed by the measured conductivity rather than by a molecular diameter.

For a very narrow gap the loss can be found by hand. Let \(\delta=\Delta T/T\), with the hot wall below. Molecules leaving it have \(\phi=(e-3)\delta/2\): the temperature factor is \(\delta/2\), and the constant 3, the mean of \(e\) per crossing, keeps the number flux unchanged. The downward stream has the opposite sign. Averaged over both streams, the density and energy disturbances cancel, so to leading order \(\phi_{\rm loc}=0\) and collisions simply remove the disturbance. After crossing the gap, the upward stream retains the fraction \(1-d/(\ell c_z)\).

Because there is no net number flux, the heat flux may be computed with \(e-3\) in place of \(e\). A small first-order shift in the number emitted by a wall then contributes nothing, since \(e-3\) averages to zero over crossing molecules. At the upper wall,

\[
\frac{q}{nkTv_0\,\delta}
=\langle c_z(e-3)^2\rangle_+-\frac{d}{2\ell}\langle(e-3)^2\rangle_+ ,
\]

where the subscript means that only \(c_z>0\) is included. The first term is \(3/(2\sqrt\pi)\): the variance of \(e\) per crossing is 3, and \(\langle c_z\rangle_+=1/(2\sqrt\pi)\). In the second, \(e\) has mean \(\tfrac52\) and variance \(\tfrac52\), so the half-average is \(\tfrac12(\tfrac52+\tfrac14)=\tfrac{11}{8}\). Hence

\[
\frac{q}{q_0}\approx1-\frac{11\sqrt\pi}{24}\,\frac d\ell
\approx1-0.81\,\frac d\ell ,
\]

with \(q_0\) the collisionless flux. The numerical solution at \(d/\ell=0.001\) gave 0.99919, which agrees.

For the 10 nm gap, \(d/\ell=0.094\), and the linear formula predicts a loss of 7.7 %. The full numerical solution gives 6.5 %, reducing \(h\) to 0.111 MW/m²K. This figure depends on how \(\ell\) is fixed: using the viscosity of air (about \(1.85\times10^{-5}\) Pa s, \(t_c=\mu/p\)) gives \(\ell\approx76\) nm and a loss of 8.6 %, so the loss is best read as 6 to 9 % and \(h\) as about 0.11 MW/m²K. The linear formula is least reliable for grazing molecules, whose small \(c_z\) gives them long paths.

### Imperfect exchange at the walls

Suppose that only a fraction \(\alpha\) of the energy difference is exchanged at each wall. If \(T_u\) and \(T_d\) describe the energies of the upward and downward streams, then

\[
T_u=\alpha T_h+(1-\alpha)T_d,\qquad
T_d=\alpha T_c+(1-\alpha)T_u .
\]

Subtracting gives \(T_u-T_d=\alpha\Delta T-(1-\alpha)(T_u-T_d)\), and therefore

\[
T_u-T_d=\frac{\alpha}{2-\alpha}\,\Delta T .
\]

The collisionless conductance is multiplied by the same factor. For a trial value \(\alpha=0.8\), the factor is 0.667 and \(h\) becomes 0.079 MW/m²K. This matters more than the collisions. It also matters far more than treating air as one gas, since the separate constituents change \(h\) by −0.13 % and molecular vibration adds roughly a quarter of a percent.

### Heat that does not travel through the gas

**Radiation.** Electromagnetic fields that decay away from one surface can reach the other across a narrow gap. The wavevectors that contribute most along the surface are of order \(1/d\), and the number of such waves per unit area grows as \(1/d^2\). A calculation with a rough three-oscillator permittivity for silica gives 0.025 MW/m²K at 10 nm, or 21 % of the ideal gas conductance. Halving the gap multiplied it by 3.998, close to the expected 4. Extending this law while holding \(h\) fixed, radiation equals the gas at \(10\sqrt{0.208}\approx4.6\) nm. The estimate assumes smooth surfaces with the permittivity of bulk material, and a more detailed fit of the glass permittivity raises the radiative conductance by about 10 %.

**Solid contact.** Take a round value of 100 MW/m²K for the intact bond. If surviving contacts conducted equally well per unit of their area, a fraction \(0.1186/100\approx0.12\) % of the area would match the gas. Heat must also converge on the contacts, which adds resistance. An isolated circular contact of radius \(a\) between two thick bodies of conductivity \(\kappa_s\) conducts \(2\kappa_s a\), or \(2\kappa_s/(\pi a)\) per unit of its own area. For thick silica with a rough \(\kappa_s=1.4\) W/mK and \(a=100\) nm, this is 8.9 MW/m²K. In series with the bond itself, it raises the fraction needed to about 1.4 % if each contact acts alone. Neighbouring contacts interact, which lowers this figure somewhat. In thick silica, larger separate contacts need a larger fraction still. If the oxide is only a film on silicon, thinner than the contact radius, heat spreads in the silicon instead, the fraction needed is smaller, and it depends much less on the radius.

**Water.** A meniscus that fully wets two walls a distance \(d\) apart has radius \(d/2\), which lowers the liquid pressure by \(2\gamma_w/d\), where \(\gamma_w\) is the surface tension. Multiplied by the molar volume \(V_w\), this is the drop in the liquid's molar free energy. It balances vapour at relative humidity \(H\) when

\[
RT\ln\frac1H=\frac{2\gamma_wV_w}{d},
\]

where \(R\) is the gas constant. With rough values of 0.072 N/m and 18 cm³/mol, \(H\approx90\) %. Above this humidity water can fill the gap. Using a bulk conductivity of 0.6 W/mK and ignoring resistance at the walls, the filled gap conducts 60 MW/m²K, about 500 times as much as the air.

### What this means for a real delamination

The example resembles a local separation in an oxide-bonded chip stack, with a heat load of a rough but realistic size for high-power chips. A real gap is unlikely to have one uniform width or to be free of contact and moisture. Varying width alone does little to the gas conductance while every part stays much narrower than \(\lambda\). Contact and water break the model more severely. Silica contacts of 100 nm radius match the gas when they cover roughly 1 % of the area, and smaller contacts need less. Filling with water can raise the conductance by hundreds of times if the resistance at the walls is small.

For a dry, open gap without contacts, the gas supplies about 0.11 MW/m²K with full accommodation, and radiation between silica walls brings the total to about 0.14 MW/m²K. If the delamination is also so wide that little heat flows around it through the solid, the air largely sets the temperature drop. In thick silicon this means a width well above 1 mm; for dies thinned to tens of micrometres, a width of about 1 mm or somewhat less is already enough. Across a much narrower patch, most of the heat flows around the gap and the drop is far smaller. Once solid bridges or liquid water carry as much heat as the gas or more, the kinetic result still describes the air-filled area, but it no longer determines the conductance of the interface. The computed values are collected in the numerical output below.

## Numbers as computed

```
temperature: 300 K
pressure: 760 Torr
gap width: 10 nm
heat load: 100 W/cm2
mean molar mass of air: 28.96 g/mol
mean molecular mass: 4.809e-26 kg
rough collision diameter: 0.37 nm
mean free path: 67.2 nm
mean free path / gap: 6.72
one-way number flux: 2.864e+27 1/(m2 s)
translational energy per crossing: 2.0000 kT
rotational heat capacity from levels: 1.0000 k
gas conductance h: 0.1186 MW/m2K
gas conductance h, converted: 11.86 W/cm2K
temperature drop at heat load: 8.43 K
rough air conductivity: 0.026 W/mK
Fourier estimate for gap: 2.60 MW/m2K
Fourier estimate / h: 21.9
equivalent ordinary air layer: 219 nm
simulation / sealed-gap formula (350 K, 250 K): 1.0005
simulation / small-difference formula: 0.9899
sealed-gap change at example drop: -0.0074 %
BGK / free-molecular, very thin gap: 0.99919
BGK conductivity coefficient (7/4 expected): 1.7497
BGK collision length: 106.0 nm
BGK / free-molecular at example gap: 0.9354
h with collisions: 0.1110 MW/m2K
accommodation coefficient tried: 0.8
factor for partial accommodation: 0.6667
h with partial accommodation: 0.0791 MW/m2K
mixture change of h: -0.13 %
vibration change of h: 0.24 %
h at 375 K, same pressure: 0.1061 MW/m2K
blackbody conductance, integral: 6.124 W/m2K
blackbody conductance, 4 sigma T^3: 6.124 W/m2K
silica near-field conductance: 0.0246 MW/m2K
near-field / gas conductance: 0.208
near-field growth when gap is halved: 3.998
gap where near field equals gas: 4.6 nm
round bonded conductance: 100 MW/m2K
contact area fraction matching gas: 0.119 %
rough water surface tension: 0.072 N/m
rough water molar volume: 18 cm3/mol
rough water conductivity: 0.6 W/mK
humidity for water filling: 90 %
conductance of water-filled gap: 60 MW/m2K
```
